Why slow ions can show rainbow scattering, and its inverse-square-root singularity

**Q:** I send slow Li⁺ ions through lead vapour and count them against scattering angle. Could classical mechanics alone pile them up at one angle, and what would the attraction have to do with it?

**A:** It could, because many neighbouring trajectories can leave in nearly the same direction. To see when, we need the deflection as a function of the impact parameter b.

Assume the vapour is thin enough, and the path through it short enough, that an ion rarely undergoes more than one appreciable deflection, and that the many tiny ones from distant atoms add up to little. Otherwise the peak would blur. Then take one ion and one free atom with a central potential V(r) that vanishes at infinity. Work in the centre-of-mass frame, with reduced mass μ, relative speed v and energy E = μv²/2. Angular momentum is μvb, so the polar angle φ obeys φ̇ = vb/r². Energy conservation reads

μṙ²/2 + Eb²/r² + V(r) = E,

which gives |ṙ| = v√(1 − V/E − b²/r²). Dividing φ̇ by |ṙ| gives dφ/dr. The incoming and outgoing halves of the path sweep equal angles, and an undeflected path sweeps π. Hence

Θ(b) = π − 2b ∫ dr / [r²√(1 − V/E − b²/r²)],

integrated from the turning point r₀ to infinity. Θ is positive for net repulsion and negative for net attraction. A detector records θ = |Θ| as long as |Θ| < π.

Now let V have a repulsive core higher than E and an attractive tail. A head-on ion bounces back, so Θ(0) = π. A distant ion feels the tail alone, so Θ is slightly negative and tends to zero from below. A continuous curve that starts at π, becomes negative and returns to zero must have a negative minimum. Call it Θ(b_r) = −θ_r.

In the simplest case, Θ falls from π through zero to −θ_r as b grows, and then rises back towards zero. At b_r its slope vanishes, so neighbouring trajectories leave together.

**Q:** You assumed a continuous curve. Is that guaranteed, and is an attractive force enough?

**A:** Neither holds without conditions. The turning point satisfies

h(r) = r²(1 − V/E) = b²,
h′(r) = 2r(1 − V/E) − r²V′/E = (2r/E)(E − V − rV′/2).

If E exceeds E_orb = max(V + rV′/2), then h rises everywhere. Each b has one turning point, which moves smoothly with b, and so does Θ.

As a model take a well of depth D with its minimum at r_m:

V = (D/2)[(r_m/r)¹² − 3(r_m/r)⁴].

With y = (r_m/r)⁴, V = (D/2)(y³ − 3y) and rV′/2 = (D/2)(−6y³ + 6y). Their sum, (D/2)(3y − 5y³), is largest at y = 1/√5, so

E_orb = D/√5.

Below E_orb, h has a local minimum at some radius r_o. As b² approaches h(r_o) from above, the square root in the deflection integral becomes proportional to |r − r_o|, and the integral diverges logarithmically. The ion circles the atom, Θ runs to −∞, and the finite minimum is lost.

Attraction alone is not sufficient. For V = −C/r, put w = 1/r and complete the square:

1 + Cw/E − b²w² = 1 + (C/2Eb)² − (bw − C/2Eb)².

The integral is then elementary, b∫dw/√(…) = π/2 + arctan(C/2Eb), and

Θ = −2 arctan(C/2Eb),

which rises steadily with b and has no extremum. The core is what turns the curve around in our well.

Attraction is not necessary either. Over a soft repulsive hump lower than E, a head-on ion passes straight across, so Θ = 0 at b = 0 and again at large b, with positive values between. That curve has a maximum.

**Q:** Then how strong is the pile-up near θ_r?

**A:** Count particles. Those arriving through a ring of area 2πb db leave into the solid angle 2π sin θ dθ. Several values of b may give the same θ, so their contributions add:

dσ/dΩ = Σ b / (sin θ |dΘ/db|).

Let Δ = θ_r − θ > 0 and δ = b − b_r. On the attractive side Θ = −θ, so Θ + θ_r = Δ. The first derivative vanishes at b_r; assume that the second does not. With derivatives taken at b_r,

Δ = Θ″δ²/2 + Θ‴δ³/6 + …

Try δ = ±a√Δ + cΔ. Terms of order Δ give Θ″a²/2 = 1, so a = √(2/Θ″). Terms of order Δ^(3/2) give Θ″ac + Θ‴a³/6 = 0, so c = −Θ‴/(3Θ″²). Therefore

b² = b_r² ± 2b_r a√Δ + (a² + 2b_r c)Δ + …

Since b|db/dθ| = |d(b²)/dΔ|/2, the outer (+) and inner (−) branches give

b|db/dθ| = (b_r a/2√Δ)(1 ± p√Δ + …),
p = a/b_r + 2c/a.

The ±p√Δ terms cancel in the sum. Dividing by sin θ, which differs from sin θ_r by a relative amount of order Δ, gives

dσ/dΩ ≈ (b_r/sin θ_r) √(2/[Θ″(b_r)(θ_r − θ)]),

with a relative correction of order Δ from these two branches. A third, strongly repelled trajectory at small b adds a finite amount, which is smaller than the leading term by a factor of order √Δ. Just above θ_r it alone remains: that is the dark side of the rainbow.

The square root comes from the parabola. Near its bottom, an angular interval dθ collects a range of b proportional to dθ/√Δ. The formula needs 0 < θ_r < π. If the minimum lies between −2π and −π, the rainbow is seen at 2π − θ_r and its bright side lies above that angle, so the difference under the square root changes sign and sin θ_r must be replaced by |sin θ_r|. If the minimum falls on a multiple of π, sin θ_r vanishes and the formula fails.

**Q:** Can I have numbers for my lithium and lead?

**A:** For a model of them. Take D = 0.50 eV, r_m = 0.29 nm, E = 0.80 eV, and masses of 7 u and 208 u. The threshold is E_orb = 0.50/√5 = 0.224 eV, so we are well above it. The deflection integral gives

b_r = 0.3966 nm, θ_r = 1.1039 rad = 63.25°, Θ″ = 1026 rad/nm².

As a test, Newton's equations for both bodies were integrated at b = 0.6 r_m, b_r and 1.8 r_m. The angles agreed with the formulas within 4 × 10⁻⁷ rad.

Then, with the less rounded Θ″ = 1026.3 rad/nm², a = √(2/1026.3) = 0.04414 nm/rad^½, and the coefficient of Δ^(−½) is

0.3966 × 0.0441/sin 63.25° = 0.0196 nm² rad^½/sr.

At Δ = 1° = 0.01745 rad the law gives 0.0196/0.1321 = 0.148 nm²/sr. Ring areas taken directly from the deflection curve give 0.0745 (inner) plus 0.0802 (outer), or 0.155 nm²/sr, 4% above the law. At 0.1° the excess is 0.4%, and at 0.01° it is 0.04%, as a correction linear in Δ requires. At 10° the excess is 56%, so the law describes the edge and not the whole bright side.

The repulsive branch contributes 0.025 nm²/sr at θ_r.

In the laboratory, with the atom at rest, the ion energy is 0.80(1 + 7/208) = 0.827 eV. The centre of mass moves at m/M times the ion's speed in the centre-of-mass frame, where m and M are the ion and atom masses. Adding the velocities gives

tan θ_lab = sin θ/(cos θ + m/M),

and the rainbow appears at 61.55°.

**Q:** An infinite cross section cannot mean infinitely many counts. What does a real aperture collect?

**A:** A finite number, even in classical mechanics. Leave the repulsive branch aside for the moment. The incident area feeding the last interval ε below θ_r then lies between the two attractive branches:

π(b₊² − b₋²) ≈ 4πb_r a√ε = 4πb_r√(2ε/Θ″).

For ε = 1° this is 0.0291 nm². Dividing the area between 0.8 r_m and 1.6 r_m into 4000 equal rings and counting those that scatter into this interval gives 0.0294 nm², about 1% more.

The average of Δ^(−½) from 0 to ε is 2ε^(−½). To leading order, a detector covering the last degree would therefore read twice the classical value at the interval's far edge, or about 0.30 nm²/sr. The repulsive branch would add about 0.025 nm²/sr.

For these ions the classical reading is too high, because their wave nature spreads the edge over several degrees. The Airy formula derived below gives only about 0.05 nm²/sr for the attractive part in that last degree.

**Q:** Why must the ion be slow? What changes at keV energies?

**A:** Slowness does not create the minimum; it makes its angle large. At high energy the path is nearly straight: x = vt at distance b. The sideways force is −V′(r)b/r. Dividing the sideways momentum by μv, and using μv² = 2E, gives

Θ ≈ −(b/2E) ∫ V′(r)/r dx, with r² = b² + x².

For V = C/rⁿ, put x = b tan α:

Θ ≈ (nC/2Ebⁿ) ∫ cosⁿα dα, from −π/2 to π/2.

The integral is 3π/8 for n = 4 and 231π/1024 for n = 12. Multiplying by n/2 gives 3π/4 and 693π/512. With Y = (r_m/b)⁴, the well gives

Θ ≈ (D/E)(AY³ − BY), A = 693π/1024, B = 9π/8.

Setting the derivative with respect to Y to zero gives Y² = B/3A, so AY³ = BY/3 and

θ_r ≈ (2B/3)√(B/3A) D/E = 1.754 D/E.

For the same well, the full deflection integral puts the rainbow at 24.9° for 2 eV, 5.01° for 10 eV and 0.050° for 1 keV. At keV energies it sits almost on top of the direct beam.

At 0.80 eV the straight-path formula gives 62.8°, close to 63.25°, but this does not validate the approximation there. It places the rainbow at b = r_m(3A/B)^(1/8) = 0.312 nm instead of 0.397 nm.

**Q:** Will I see the sharp edge, or will the ion's wave nature remove it?

**A:** The wave nature rounds it strongly here. Let k be the wave number, L = l + ½ = kb, and η(L) the phase shift. In the semiclassical approximation

η = πL/2 + lim (R → ∞) [∫ √(k²(1 − V/E) − L²/r²) dr − kR],

with the integral running from r₀ to R. Differentiating with respect to L gives 2 dη/dL = Θ.

Away from the forward direction the scattering amplitude is (1/2ik) Σ 2L e^(2iη) P_l(cos θ). For large L,

P_l ≈ √(2/(πL sin θ)) cos(Lθ − π/4).

The half of the cosine containing e^(+iLθ) has total phase 2η + Lθ, whose slope is Θ + θ. It is stationary for attractive deflection. With X = L − kb_r, this slope near the rainbow is

(θ − θ_r) + qX², q = Θ″/(2k²).

The phase is therefore (θ − θ_r)X + qX³/3 plus a constant. Replacing the sum by an integral gives

∫ exp{i[(θ − θ_r)X + qX³/3]} dX = 2πq^(−1/3) Ai((θ − θ_r)/q^(1/3)).

The factor in front has magnitude (1/k)√(kb_r/(2π sin θ)). Squaring the product,

dσ/dΩ ≈ 2πb_r q^(−2/3) Ai²((θ − θ_r)/q^(1/3)) / (k sin θ).

On the bright side, Ai²(−z) averages to 1/(2π√z) over its oscillations at large z. This gives b_r/(k sin θ √(qΔ)), which is the classical law again.

Here k = 509 nm⁻¹, so q^(1/3) = (1026/(2 × 509²))^(1/3) = 0.126 rad = 7.2°. The largest Airy peak lies 1.019 widths inside the edge, at 55.9°. Phase shifts from the radial Schrödinger equation give this attractive part several peaks. The one nearest the edge lies near 55°, with height 0.141 nm²/sr. The Airy height is 0.108 nm²/sr, so the true peak is 31% higher.

That gap is a finite-wavelength effect. Semiclassical phases reproduce the Schrödinger height within 0.3%. With E and the well held fixed and k raised 8 and 27 times, the ratio of semiclassical to Airy height falls from 1.31 to 1.07 and 1.03. This only tests the limit: it would take masses 64 and 729 times larger, beyond any real pair of atoms.

These heights leave out interference with the repulsive branch, which adds finer oscillations to the full signal. They are not small. Amplitudes add before squaring, so at the top of the peak contributions of 0.141 and about 0.025 nm²/sr can combine to anything between roughly 0.05 and 0.3 nm²/sr.

**Q:** How far should I trust 63° for real lead?

**A:** As a rough guide to the size of the effect, not as a prediction. The tail of the well implies a polarizability of about 50 atomic units, the rough value for lead. The depth and r_m are rough guesses, not a computed Li–Pb curve. A central potential is reasonable because the lead ground state has J = 0. Exciting lead costs roughly 1.0 eV and transferring an electron to the lithium ion roughly 2.0 eV, so both channels are closed at 0.80 eV.

The well's depth and shape matter most among the effects sized here. For a given shape the angle depends only on D/E, and changing the guessed D by 30%, to 0.35 or 0.65 eV, moves the rainbow to 44° or 84°. A 12-6 well with the same D and r_m puts the rainbow at 86°, a shift of 23°. One measured angle therefore cannot fix the depth unless the shape is known.

Thermal motion also matters. An atom's velocity component u along the beam changes the relative energy by about −μvu. At 1000 K the rms spread is 0.067 eV, or 8% of E, which smears the rainbow angle in the centre-of-mass frame by 5.6° rms. In the laboratory the atom's velocity also changes the final direction of the ion, which partly compensates. The smear there is about 3.6° rms, half the Airy width. A collimated atomic beam crossing the ions at right angles would reduce it.

None of this carries over directly to a solid target. With b_r near 0.40 nm, the ion would pass other atoms at similar or smaller distances, and the two-body assumption fails. The numerical output below gives the remaining values.

Values computed for the example and the checks

```
well depth D = 0.50 eV; minimum r_m = 0.29 nm
masses: ion 7 u, atom 208 u, reduced 6.772 u
polarizability implied by tail = 49.7 atomic units
centre-of-mass energy E = 0.80 eV
lab ion energy, atom at rest = 0.827 eV
orbiting threshold = 0.2236 eV
zero-deflection impact parameter = 0.3216 nm
rainbow impact parameter b_r = 0.3966 nm
rainbow angle, centre of mass = 63.25 deg
rainbow angle, centre of mass = 1.1039 rad
rainbow angle, laboratory = 61.55 deg
curvature Theta'' = 1026.3 rad/nm^2
singular coefficient = 0.01961 nm^2 rad^0.5/sr
largest trajectory-test angle error = 3.6e-07 rad
gap 10 deg: inner 0.0306, outer 0.0427 nm^2/sr
  sum 0.0733, law 0.0469 nm^2/sr, ratio 1.56173
gap 1 deg: inner 0.0745, outer 0.0802 nm^2/sr
  sum 0.1547, law 0.1484 nm^2/sr, ratio 1.04239
gap 0.1 deg: inner 0.2330, outer 0.2383 nm^2/sr
  sum 0.4713, law 0.4693 nm^2/sr, ratio 1.00414
gap 0.01 deg: inner 0.7398, outer 0.7450 nm^2/sr
  sum 1.4848, law 1.4842 nm^2/sr, ratio 1.00042
branch square-root coefficient p = 0.2674 rad^-0.5
linear correction of the sum = 2.374 rad^-1
(outer-inner)/law at 0.1 deg: rings 0.01128, formula 0.01117
(outer-inner)/law at 0.01 deg: rings 0.00354, formula 0.00353
measured exponent, gaps 0.1 to 0.01 deg = -0.4984
repulsive branch at theta_r = 0.02479 nm^2/sr
area into last 1 deg: counted 0.02942 nm^2
area into last 1 deg: formula 0.02907 nm^2
model rainbow at 0.8 eV = 63.2503 deg
model rainbow at 2 eV = 24.9295 deg
model rainbow at 10 eV = 5.0107 deg
model rainbow at 1000 eV = 0.0502 deg
high-energy constant theta_r*E/D = 1.7539 rad
true/high-energy angle at E=200 D = 0.99969
wave number k = 509.1 1/nm; k*b_r = 201.9
Airy angular width = 7.19 deg
peak angle: Airy 55.92, quantum 55.05 deg
peak height: Airy 0.1076, quantum 0.1410 nm^2/sr
peak height from semiclassical phases = 0.1407 nm^2/sr
wave number x 1: semiclassical/Airy height = 1.3079
wave number x 8: semiclassical/Airy height = 1.0660
wave number x 27: semiclassical/Airy height = 1.0284
vapour temperature = 1000 K
thermal energy spread, rms = 0.0670 eV
thermal rainbow smear, rms = 5.56 deg
rainbow angle for 12-6 well = 86.06 deg
rough Pb excitation threshold = 1.0 eV
rough charge-transfer threshold = 2.0 eV
```
